# Radiative recombination into 1s from photoionization: Milne relation and threshold law

**Question**

I have to obtain the cross section for radiative recombination of a free electron with a bare nucleus into the 1s level, starting from the photoionization cross section and using the Milne detailed-balance relation. Then I should show that it goes as one over the electron energy $E$ at threshold.

I am stuck in two places. I do not trust my statistical factors: I get the ratio of the two cross sections right only up to factors of 2, and I don't know whether stimulated emission belongs in it. And the relation does contain an explicit $1/E$, but it multiplies the photoionization cross section, which might itself vanish or blow up at threshold. What settles that?

**Answer**

Your second doubt is justified: detailed balance alone does not fix the threshold law. You also need the photoionization cross section at low electron energy, and for that the Coulomb field is essential. I take the statistical factors first and then calculate the cross section.

I use atomic units, $\hbar=m=|e|=a_0=1$, so that $c=1/\alpha$. The nucleus has charge $Z$ and is fixed, the 1s level is empty before capture, and the electron is nonrelativistic. The photon coupling is taken to first order. With $I=Z^2/2$ the 1s ionization energy,

$$E=\frac{k^2}{2},\qquad v=k,\qquad \omega=E+I .$$

**1. The Milne relation**

Put everything in a box of volume $V$. Photoionization (PI) removes one photon from a mode, and spontaneous recombination (RR) puts one photon into an empty mode. The photon operators contribute a factor 1 in both cases, and the interaction is Hermitian, so $|M|^2$ is the same for a transition and its reverse.

Let $S$ be $|M|^2$ summed over both electron spins in the atom, both free-electron spins and both polarizations, and averaged over the directions of electron and photon. This averaging is harmless, since the bare nucleus and the 1s atom have no preferred direction.

The densities of states per unit energy, for one spin and one polarization, are

$$\rho_e=\frac{V}{(2\pi)^3}\,4\pi k^2\frac{dk}{dE}=\frac{Vk^2}{2\pi^2v},\qquad \rho_\gamma=\frac{V\omega^2}{2\pi^2c^3}.$$

A rate is a cross section times a flux, and the flux of one particle in the box is $c/V$ or $v/V$. Photoionization is averaged over $2\times2=4$ initial states (atomic spin and polarization), recombination over 2 (electron spin). The golden rule gives

$$\sigma_{PI}\frac{c}{V}=\frac{2\pi}{4}S\rho_e,\qquad \sigma_{RR}\frac{v}{V}=\frac{2\pi}{2}S\rho_\gamma .$$

Dividing the second by the first,

$$\frac{\sigma_{RR}}{\sigma_{PI}}=\frac{c}{v}\cdot2\cdot\frac{\omega^2v}{c^3k^2}=\frac{2\omega^2}{c^2k^2}.$$

In ordinary units $(\hbar k)^2=2mE$, so

$$\boxed{\sigma_{RR}=\frac{(\hbar\omega)^2}{mc^2E}\,\sigma_{PI}} \tag{1}$$

Stimulated emission is absent because $\sigma_{RR}$ is defined for an empty photon field. It enters when you balance rates in thermal radiation. Let $T$ be the temperature in energy units and $N=1/(e^{\omega/T}-1)$ the photon number per mode. The Saha law, with weights 2 for the electron, 1 for the nucleus and 2 for the atom, is

$$\frac{n_en_+}{n_{1s}}=\left(\frac{T}{2\pi}\right)^{3/2}e^{-I/T}.$$

Multiply it by the Maxwell distribution $2\sqrt{E/\pi}\,T^{-3/2}e^{-E/T}$, by $v=\sqrt{2E}$ and by $\sigma_{RR}(1+N)$. The recombination rate per atom and unit energy is then

$$\frac{E\,\sigma_{RR}}{\pi^2}e^{-\omega/T}(1+N)=\frac{E\,\sigma_{RR}}{\pi^2}N .$$

The ionization rate per atom and unit energy is the photon flux $\omega^2N/(\pi^2c^2)$ times $\sigma_{PI}$. Equating the two gives $E\sigma_{RR}=\omega^2\sigma_{PI}/c^2$, which is (1) again. Without the 1 in $1+N$ there would be no spontaneous emission, and without the $N$ the rates would not balance. For hydrogen at $T=I$, numerical integration over the spectrum gives $1.99\times10^9\ \mathrm{s^{-1}}$ for ionization and the same for total recombination, of which spontaneous emission supplies 77%.

**2. Photoionization in terms of one dipole integral**

In the dipole approximation the coupling is $\mathbf r\cdot\boldsymbol{\mathcal E}$, and the field amplitude of one photon in the box is $\sqrt{2\pi\omega/V}$. Let $\psi_{\mathbf k}$ be the scattering state with unit incident density and $\mathbf k$ along $z$, and let

$$D=\langle1s|z|\psi_{\mathbf k}\rangle .$$

By axial symmetry the $x$ and $y$ components vanish. The final state in photoionization is strictly the one with incoming scattered waves, $\psi^{(-)}_{\mathbf k}=(\psi_{-\mathbf k})^*$. Since the 1s function is real, this changes only the sign of $D$ and its phase, not $|D|$.

Box normalization divides $\psi_{\mathbf k}$ by $\sqrt V$, and the average of the squared cosine between polarization and $\mathbf k$ is $1/3$. Spin is conserved, so one final spin contributes:

$$\sigma_{PI}\frac cV=2\pi\cdot\frac{2\pi\omega}{V}\cdot\frac{|D|^2}{3V}\cdot\frac{Vk^2}{2\pi^2v}
\quad\Rightarrow\quad \sigma_{PI}=\frac23\alpha\omega k|D|^2. \tag{2}$$

**3. The Coulomb scattering state**

Try $\psi=e^{ikz}f(\zeta)$ with $\zeta=r-z$. We have $\partial_z\zeta=-\zeta/r$, $|\nabla\zeta|^2=2\zeta/r$ and $\nabla^2\zeta=2/r$. The Schrödinger equation $\nabla^2\psi+(k^2+2Z/r)\psi=0$, multiplied by $r/2$, becomes

$$\zeta f''+(1-ik\zeta)f'+Zf=0 .$$

With $x=ik\zeta$ and $\nu=Z/k$ this is Kummer's equation $xf_{xx}+(1-x)f_x-i\nu f=0$. The regular solution is ${}_1F_1(i\nu;1;ik\zeta)$, so

$$\psi_{\mathbf k}=\mathcal N e^{ikz}{}_1F_1(i\nu;1;ik\zeta).$$

At large $\zeta$ the part of ${}_1F_1$ that does not decay is $(-ik\zeta)^{-i\nu}/\Gamma(1-i\nu)$, of modulus $e^{-\pi\nu/2}/|\Gamma(1-i\nu)|$. The rest falls as $1/\zeta$ and consists of the scattered wave and a correction to the incident wave. Unit incident density therefore requires

$$|\mathcal N|^2=e^{\pi\nu}|\Gamma(1-i\nu)|^2=\frac{e^{\pi\nu}\pi\nu}{\sinh\pi\nu}=\frac{2\pi\nu}{1-e^{-2\pi\nu}}. \tag{3}$$

**4. The dipole integral**

Let $\xi=r+z$. Then $r=(\xi+\zeta)/2$ and $z=(\xi-\zeta)/2$. After the azimuthal integral, $d^3r=2\pi r\,dr\,dz=\frac{\pi}{2}(\xi+\zeta)\,d\xi\,d\zeta$, hence $z\,d^3r=\frac\pi4(\xi^2-\zeta^2)\,d\xi\,d\zeta$. The 1s function is $\sqrt{Z^3/\pi}\,e^{-Zr}$. With

$$p=\frac{Z+ik}{2},\qquad s=\frac{Z-ik}{2}=p-ik,\qquad a=i\nu,$$

the integral splits into products:

$$D=\mathcal N\sqrt{\frac{Z^3}{\pi}}\,\frac\pi4\,B,\qquad B=\frac{2}{s^3}J_0-\frac1sJ_2,$$

$$J_n=\int_0^\infty\zeta^ne^{-p\zeta}{}_1F_1(a;1;ik\zeta)\,d\zeta .$$

Here I used $\int_0^\infty\xi^2e^{-s\xi}d\xi=2/s^3$ and $\int_0^\infty e^{-s\xi}d\xi=1/s$.

For $J_0$, replace $ik$ by a small $q$ and integrate the series ${}_1F_1=\sum_n(a)_n(q\zeta)^n/(n!)^2$ term by term:

$$J_0=\frac1p\sum_n\frac{(a)_n}{n!}\left(\frac qp\right)^n=\frac1p\left(1-\frac qp\right)^{-a}.$$

The integral converges all along the straight line from $q=0$ to $q=ik$, and $1-q/p$ does not meet the negative real axis there, so the result continues to $J_0=p^{-1}(s/p)^{-a}$ with the principal power. Since $s/p=e^{-2i\chi}$ with $\chi=\arctan(k/Z)=\arctan(1/\nu)$,

$$|J_0|=\frac{e^{-2\nu\chi}}{|p|}.$$

$J_2$ is the second derivative of $J_0=p^{a-1}s^{-a}$ with respect to $p$ at fixed $q$, where $ds/dp=1$. The logarithmic derivative is $L=(a-1)/p-a/s$, and $J_2/J_0=L^2+L'$ gives

$$\frac{J_2}{J_0}=\frac{(a-1)(a-2)}{p^2}-\frac{2a(a-1)}{ps}+\frac{a(a+1)}{s^2}.$$

Insert this in $B$ and use $2-a-a^2=(1-a)(2+a)$:

$$B=\frac{(1-a)J_0}{s^3p^2}\left[(2+a)p^2+(a-2)s^2-2aps\right].$$

The bracket equals $2(p^2-s^2)+a(p-s)^2$. Since $p+s=Z$, $p-s=ik$ and $a=iZ/k$, it is $2ikZ-ikZ=ikZ$. With $|1-a|^2=1+\nu^2=(Z^2+k^2)/k^2$ and $|s|^2=|p|^2=(Z^2+k^2)/4$,

$$|B|^2=\frac{Z^2+k^2}{k^2}\,\frac{k^2Z^2e^{-4\nu\chi}}{|p|^{12}}=\frac{4^6Z^2e^{-4\nu\chi}}{(Z^2+k^2)^5}.$$

Multiplying by $|\mathcal N|^2(Z^3/\pi)(\pi^2/16)$,

$$|D|^2=2^8\pi Z^5|\mathcal N|^2\frac{e^{-4\nu\chi}}{(Z^2+k^2)^5}. \tag{4}$$

**5. Photoionization is finite at threshold**

Put (3) and (4) into (2), with $k\nu=Z$ and $Z^2+k^2=2\omega$. One factor $\omega=(Z^2+k^2)/2$ cancels a power in the denominator, and $Z^8/(Z^2+k^2)^4=(I/\omega)^4$:

$$\sigma_{PI}=\frac{2^9\pi^2\alpha a_0^2}{3Z^2}\left(\frac I\omega\right)^4\frac{e^{-4\nu\arctan(1/\nu)}}{1-e^{-2\pi\nu}}. \tag{5}$$

As $E\to0$, $\nu\to\infty$ and $\nu\arctan(1/\nu)\to1$. Thus $\sigma_{PI}$ tends to the nonzero constant $2^9\pi^2\alpha a_0^2/(3Z^2e^4)$, where $e^4=\exp(4)$.

**6. Recombination and its threshold law**

Let $\epsilon=E/I=1/\nu^2$. The Milne factor is $\alpha^2\omega^2/E=\alpha^2I(1+\epsilon)^2/\epsilon$, and $I/Z^2=1/2$. Multiplying (5) by it,

$$\boxed{\sigma_{RR}=\frac{\sigma_0}{\epsilon(1+\epsilon)^2}\,\frac{e^{4-4\nu\arctan(1/\nu)}}{1-e^{-2\pi\nu}},\qquad \sigma_0=\frac{2^8\pi^2\alpha^3a_0^2}{3e^4}} \tag{6}$$

At fixed $\epsilon$ this does not depend on $Z$. For small $\epsilon$,

$$4-4\nu\arctan(1/\nu)=\frac{4\epsilon}{3}-\frac{4\epsilon^2}{5}+\dots,$$

so the exponential is $1+\frac43\epsilon+\left(\frac89-\frac45\right)\epsilon^2+\dots$, while $(1+\epsilon)^{-2}=1-2\epsilon+3\epsilon^2-\dots$. The term $e^{-2\pi\nu}$ is smaller than any power of $\epsilon$. The product is

$$\boxed{\sigma_{RR}=\frac{\sigma_0I}{E}\left[1-\frac23\epsilon+\frac{19}{45}\epsilon^2+\dots\right]} \tag{7}$$

This is the $1/E$ law, with its constant and first corrections.

**7. What the Coulomb field contributes**

Compare a core whose attraction has a short range. The dipole operator takes the s level to a p wave. With unit incident density, the p wave in and near the core has a fixed radial shape at low energy and an amplitude proportional to $k$, provided there is no p resonance or p level at threshold. Unless the dipole integral with this fixed shape happens to vanish, $D\propto k$, and

$$\sigma_{PI}\propto k|D|^2\propto k^3,\qquad \sigma_{RR}\propto\frac{\sigma_{PI}}{k^2}\propto k\propto E^{1/2}.$$

The Milne factor is still there, but electric-dipole capture now vanishes at threshold. For a square well of radius 1.5 bohr and depth 1 hartree, which binds an s level by 0.145 hartree, I matched the p wave at the edge and integrated the dipole element numerically. Between $10^{-5}$ and $2\times10^{-5}$ hartree the slope $d\ln\sigma_{RR}/d\ln E$ is 0.50.

In the Coulomb field, (3) and (4) give $|D|^2\propto1/k$ instead of $k^2$. This cancels the $k$ in (2) and leaves $\sigma_{PI}$ finite.

The law also has a simple meaning. The incoming p-wave part of a plane wave of unit density has amplitude $3\cos\theta/(2kr)$ at large $r$. Its flux through a large sphere is $v\,(9/4k^2)(4\pi/3)=3\pi v/k^2$, so the beam delivers p-wave electrons from an area $3\pi/k^2$. The capture probability per p-wave electron is

$$P=\frac{\sigma_{RR}k^2}{3\pi}\;\to\;\frac{Z^2\sigma_0}{3\pi a_0^2}\qquad(E\to0),$$

a constant. The cross section grows because the wavelength grows. For hydrogen $P=6.4\times10^{-7}$, so the divergence of $\sigma_{RR}$ does not spoil first-order theory.

**8. Numbers for hydrogen**

These numbers are for a fixed nucleus. The finite proton mass lowers $I$ to 13.598 eV and raises the cross sections by up to about 0.1% ($\sigma_{PI}=6.31\times10^{-18}\ \mathrm{cm^2}$ at threshold and $5.22\times10^{-18}\ \mathrm{cm^2}$ at 1 eV, $\sigma_0=1.680\times10^{-22}\ \mathrm{cm^2}$), which can move the last digit shown. With $I=13.606$ eV, (5) gives $\sigma_{PI}=6.30\times10^{-18}\ \mathrm{cm^2}$ at threshold. From $\sigma_0=1.679\times10^{-22}\ \mathrm{cm^2}$ the threshold law is $\sigma_{RR}=C/E$ with

$$C=\sigma_0I=2.28\times10^{-21}\ \mathrm{cm^2\,eV}.$$

At $E=1$ eV, $\epsilon=0.0735$, $\nu=3.689$ and $\hbar\omega=14.606$ eV. Equation (5) gives $\sigma_{PI}=5.21\times10^{-18}\ \mathrm{cm^2}$, and the Milne factor is

$$\frac{(14.606\ \mathrm{eV})^2}{(510\,999\ \mathrm{eV})(1\ \mathrm{eV})}=4.175\times10^{-4}.$$

Their product is $\sigma_{RR}=2.18\times10^{-21}\ \mathrm{cm^2}$, or about 2180 barn. The same steps at other energies give:

| $E$ (eV) | $\sigma_{PI}$ (cm²) | $\sigma_{RR}$ (cm²) | $(C/E)/\sigma_{RR}$ |
|---|---|---|---|
| 0.01 | 6.29e-18 | 2.28e-19 | 1.0005 |
| 0.1 | 6.18e-18 | 2.27e-20 | 1.005 |
| 1 | 5.21e-18 | 2.18e-21 | 1.049 |
| 10 | 1.39e-18 | 1.52e-22 | 1.504 |

Relative to (6), $C/E$ is 1% too large at 0.20 eV and 10% too large at 2.0 eV. The first figure follows from (7): $\frac23\epsilon=0.01$ means $E=0.015\,I$.

**9. Where it fails**

Near threshold the dipole approximation is justified if the atom is small against the photon wavelength. At threshold $(\omega/c)(1/Z)=Z\alpha/2$, so $Z\alpha\ll1$ is sufficient, and a nonrelativistic 1s electron needs that anyway. For $k\gg Z$ the outgoing electron is nearly a plane wave. With the coupling written in its momentum form $\mathbf A\cdot\mathbf p$ (a plane wave put into the form $\mathbf r\cdot\boldsymbol{\mathcal E}$ of section 2 would give a $D$ twice too large), the matrix element is set, up to corrections of relative order $Z/k$ (they fall off slowly: the exact $|D|$ is 13% lower at $k=10Z$ and 5% lower at $k=30Z$), by the 1s momentum amplitude, proportional to $(Z^2+|\mathbf k-\boldsymbol\kappa|^2)^{-2}$, where $\boldsymbol\kappa$ is the photon wave vector, of length $\omega/c$. Keeping $\boldsymbol\kappa$ changes the denominator $Z^2+k^2=2\omega$ by relative amounts up to $k\kappa/\omega=v/c$ and $\kappa^2/2\omega=\omega/2c^2$. The condition there is $E\ll mc^2$, the same as for a nonrelativistic free electron.

At the low end, the law assumes an unscreened Coulomb field. If the field is cut off at some finite distance, the core has a short range for sufficiently slow electrons. By section 7, $\sigma_{RR}$ then turns over and finally falls as $E^{1/2}$, barring the exceptions named there: a p resonance or p level at threshold, or a dipole integral that vanishes there. This is the electric-dipole cross section. The far weaker magnetic capture from the s wave grows as $E^{-1/2}$, but for the square well of section 7 an estimate from the spin coupling alone lets it take over only near $10^{-18}$ hartree.
